\section*{Energy Transfer in an Elastic Two-Body Collision}

\section{The result}

An ion entering a solid loses part of its energy in collisions with single atoms. The energy received by the struck atom follows from conservation laws once one angle is known.

\paragraph{Theorem.} A projectile of mass $M_1$, velocity $\mathbf v_0$ and kinetic energy $E=\tfrac12M_1v_0^2$ meets a target of mass $M_2$. Assume the following.
\begin{enumerate}
\item The target is free and initially at rest in the laboratory.
\item The pair is isolated, so its total momentum is conserved.
\item Speeds are small compared with that of light.
\item The collision is elastic: the masses are unchanged, and the total kinetic energy long after the encounter equals that long before it.
\end{enumerate}
Let $\theta$, with $0\le\theta\le\pi$, be the angle between the relative velocities before and after the collision. The target then leaves with kinetic energy
\begin{equation}
T=T_{\max}\sin^2\frac{\theta}{2},\qquad
T_{\max}=\frac{4M_1M_2}{(M_1+M_2)^2}\,E .
\label{eq:main}
\end{equation}

The words ``long before'' and ``long after'' mean that the particles are far enough apart for their interaction energy to be negligible. During the encounter kinetic energy and interaction energy are converted into each other, and (\ref{eq:main}) does not describe that stage. The angle $\theta$ is also the deflection of the projectile in the centre-of-mass frame, as shown below. It generally differs from the deflection seen in the laboratory.

\section{Two lemmas}

Write $M=M_1+M_2$ for the total mass and $\mu=M_1M_2/M$ for the reduced mass. For particle velocities $\mathbf v_1$ and $\mathbf v_2$, define the centre-of-mass velocity and the relative velocity by
\begin{equation}
\mathbf V=\frac{M_1\mathbf v_1+M_2\mathbf v_2}{M},\qquad
\mathbf u=\mathbf v_1-\mathbf v_2 .
\label{eq:def}
\end{equation}

\paragraph{Lemma 1 (separation of the kinetic energy).} The individual velocities and the total kinetic energy $K$ are
\begin{align}
\mathbf v_1&=\mathbf V+\frac{M_2}{M}\mathbf u,\qquad
\mathbf v_2=\mathbf V-\frac{M_1}{M}\mathbf u, \label{eq:inverse}\\
K&=\tfrac12MV^2+\tfrac12\mu u^2. \label{eq:K}
\end{align}

\emph{Proof.} Insert $\mathbf v_2=\mathbf v_1-\mathbf u$ into the definition of $\mathbf V$. This gives $M\mathbf V=M\mathbf v_1-M_2\mathbf u$, which is the first relation in (\ref{eq:inverse}). Subtracting $\mathbf u$ and using $M_2/M-1=-M_1/M$ gives the second. The two kinetic energies are therefore
\begin{align}
\tfrac12M_1v_1^2&=\tfrac12M_1V^2+\frac{M_1M_2}{M}\mathbf V\cdot\mathbf u
+\frac{M_1M_2^2}{2M^2}u^2,\\
\tfrac12M_2v_2^2&=\tfrac12M_2V^2-\frac{M_1M_2}{M}\mathbf V\cdot\mathbf u
+\frac{M_2M_1^2}{2M^2}u^2 .
\end{align}
In the sum the terms in $\mathbf V\cdot\mathbf u$ cancel. The coefficient of $u^2$ becomes $M_1M_2(M_2+M_1)/(2M^2)=\mu/2$, which proves (\ref{eq:K}). $\square$

\paragraph{Lemma 2 (the relative velocity is rotated).} Let a prime denote a value after the collision. Under the assumptions of the theorem, $\mathbf V'=\mathbf V$ and $|\mathbf u'|=|\mathbf u|=v_0$.

\emph{Proof.} The total momentum is $M\mathbf V$. It is conserved and the masses do not change, so $\mathbf V'=\mathbf V$. The first term of (\ref{eq:K}) is then the same before and after. Since $K'=K$, the second term must also be the same, hence $u'^2=u^2$. The target is initially at rest, so the initial relative velocity is $\mathbf u=\mathbf v_0-\mathbf 0=\mathbf v_0$. $\square$

The conservation laws thus fix everything about the final state except the direction of $\mathbf u'$. That direction depends on the force, on how far off centre the projectile is aimed, and on the energy of the relative motion.

In the centre-of-mass frame the projectile velocity is $\mathbf v_1-\mathbf V=(M_2/M)\mathbf u$, by (\ref{eq:inverse}). It is a positive multiple of $\mathbf u$ both before and after, so it turns through the same angle $\theta$. This justifies calling $\theta$ the centre-of-mass scattering angle.

\section{Proof of the theorem}

With the target at rest, (\ref{eq:def}) gives $\mathbf V=M_1\mathbf v_0/M$. Put this into the second relation of (\ref{eq:inverse}), evaluated after the collision:
\begin{equation}
\mathbf v_2'=\frac{M_1}{M}\mathbf v_0-\frac{M_1}{M}\mathbf u'
=\frac{M_1}{M}\left(\mathbf v_0-\mathbf u'\right).
\label{eq:recoil}
\end{equation}
Both vectors in the bracket have length $v_0$, by Lemma 2, and the angle between them is $\theta$. Therefore
\begin{align}
|\mathbf v_0-\mathbf u'|^2
&=v_0^2+u'^2-2\mathbf v_0\cdot\mathbf u' \nonumber\\
&=2v_0^2(1-\cos\theta)=4v_0^2\sin^2\frac{\theta}{2},
\label{eq:chord}
\end{align}
where the last step uses $1-\cos\theta=2\sin^2(\theta/2)$. The recoil energy is
\begin{align}
T&=\tfrac12M_2|\mathbf v_2'|^2
=\frac{M_2}{2}\,\frac{M_1^2}{M^2}\,4v_0^2\sin^2\frac{\theta}{2} \nonumber\\
&=\frac{2M_1^2M_2}{M^2}\,\frac{2E}{M_1}\sin^2\frac{\theta}{2}
=\frac{4M_1M_2}{M^2}E\sin^2\frac{\theta}{2}.
\end{align}
The second line replaces $v_0^2$ by $2E/M_1$. This is (\ref{eq:main}). Since $\sin^2(\theta/2)$ rises from 0 to 1 as $\theta$ goes from 0 to $\pi$, the largest transfer is $T_{\max}$, reached when the relative velocity is reversed. $\square$

\paragraph{Remark 1 (the picture in the moving frame).} Seen from the centre of mass, the target first moves with velocity $-\mathbf V$. The collision turns this vector through $\theta$ without changing its length. Returning to the laboratory adds $\mathbf V$, so the recoil velocity is the difference between two vectors of length $V$ at angle $\theta$:
\begin{equation}
v_2'=2V\sin\frac{\theta}{2}.
\label{eq:speed}
\end{equation}
The fastest recoil has speed $2V$, and $T_{\max}=2M_2V^2$.

\paragraph{Remark 2 (what the force decides).} No force law entered the proof. At a given energy of relative motion, the force determines which $\theta$ belongs to a given impact parameter $b$, the distance by which the undeflected projectile would miss the target's initial position. Two different forces that produce the same $\theta$ give the same $T$ for the same masses and energy.

A collision with $b=0$ gives $\theta=\pi$ if a central repulsion stops the relative motion and reverses it. If the potential has a finite height below the energy $\tfrac12\mu v_0^2$ of relative motion, the particles pass through each other along the line, and $b=0$ gives $\theta=0$. It is the reversal of $\mathbf u$, not the value of $b$ alone, that yields $T_{\max}$.

\section{Limits of the formula}

\paragraph{Masses.} Since $4M_1M_2=(M_1+M_2)^2-(M_1-M_2)^2$,
\begin{equation}
\frac{T_{\max}}{E}=1-\left(\frac{M_1-M_2}{M_1+M_2}\right)^2 .
\label{eq:mass}
\end{equation}
The fraction never exceeds one, and equals one for equal masses. In that case a reversal of $\mathbf u$ stops the projectile and hands its whole energy to the target. Exchanging the masses leaves (\ref{eq:mass}) unchanged at fixed $E$.

For $M_1\ll M_2$ the fraction tends to $4M_1/M_2$: a light projectile bounces off a nearly immovable target. For $M_1\gg M_2$ it tends to $4M_2/M_1$. The target can then reach nearly $2v_0$, because $V$ is close to $v_0$ in (\ref{eq:speed}), but it has too little mass to carry much energy.

\paragraph{Small angles.} For $\theta\ll1$, with $\theta$ in radians, $\sin(\theta/2)\simeq\theta/2$ and
\begin{equation}
T\simeq\tfrac14T_{\max}\theta^2=\frac{(\mu v_0\theta)^2}{2M_2}.
\label{eq:small}
\end{equation}
The second form follows from $T_{\max}=2\mu^2v_0^2/M_2$. It has a direct meaning: $\mu v_0\theta$ is the sideways momentum given to the target, and its square divided by $2M_2$ is the recoil energy. The transfer is quadratic in the angle, so halving a small deflection divides $T$ by four.

\paragraph{Distribution of transfers.} Let $d\sigma/d\Omega$ be the differential cross-section in the centre-of-mass frame, independent of azimuth. The ring between $\theta$ and $\theta+d\theta$ contributes $d\sigma=2\pi\sin\theta\,(d\sigma/d\Omega)\,d\theta$, while (\ref{eq:main}) gives $dT=\tfrac12T_{\max}\sin\theta\,d\theta$. Dividing,
\begin{equation}
\frac{d\sigma}{dT}=\frac{4\pi}{T_{\max}}\frac{d\sigma}{d\Omega}.
\end{equation}
If the scattering is isotropic in this frame, all transfers between 0 and $T_{\max}$ are equally likely and their mean is $T_{\max}/2$. A force that favours small angles favours small transfers.

\section{Angles in the laboratory}

\paragraph{Corollary.} Let $\phi$ be the angle between the recoil and the incident direction, and $\psi$ the laboratory deflection of the projectile. For $\theta>0$,
\begin{equation}
\phi=\frac{\pi-\theta}{2},\qquad T=T_{\max}\cos^2\phi,\qquad
\tan\psi=\frac{\sin\theta}{\cos\theta+M_1/M_2}.
\label{eq:angles}
\end{equation}
The signs of the numerator and denominator fix the quadrant of $\psi$. If both vanish, the projectile is at rest and $\psi$ is undefined.

\emph{Proof.} Take the $x$ axis along $\mathbf v_0$ and the $y$ axis so that $\mathbf u'=v_0(\cos\theta,\sin\theta)$. From (\ref{eq:recoil}),
\begin{align}
\mathbf v_2'&=\frac{M_1v_0}{M}\,(1-\cos\theta,\,-\sin\theta)\nonumber\\
&=\frac{2M_1v_0}{M}\sin\frac{\theta}{2}
\left(\sin\frac{\theta}{2},\,-\cos\frac{\theta}{2}\right).
\end{align}
The last bracket is a unit vector with $x$ component $\cos\phi=\sin(\theta/2)$, so $\phi=\pi/2-\theta/2$. Its negative $y$ component says that the target recoils to the side opposite the projectile. Substituting $\sin(\theta/2)=\cos\phi$ in (\ref{eq:main}) gives the second relation. For the projectile, (\ref{eq:inverse}) gives
\begin{equation}
\mathbf v_1'=\frac{M_2v_0}{M}
\left(\frac{M_1}{M_2}+\cos\theta,\,\sin\theta\right),
\label{eq:projectile}
\end{equation}
and the ratio of the components is $\tan\psi$. $\square$

The recoil goes forward, at less than $90^\circ$ to the beam, whenever energy is transferred. Weak collisions push the target almost sideways; the strongest push it straight ahead.

The projectile behaves differently in three mass ranges. For $M_1<M_2$ it is sent backwards when $\cos\theta<-M_1/M_2$. For $M_1=M_2$ the formula reduces to $\psi=\theta/2$, so $\psi+\phi=90^\circ$ as long as both particles move. For $M_1>M_2$ the $x$ component in (\ref{eq:projectile}) is positive for every $\theta$, and backward scattering is impossible. The bracket then traces a circle of unit radius whose centre lies at distance $M_1/M_2$ from the origin. The tangent from the origin gives the largest deflection, $\sin\psi_{\max}=M_2/M_1$. A smaller nonzero $\psi$ meets the circle twice, so it belongs to two values of $\theta$ and two different transfers.

\section{When energy is lost}

\paragraph{Proposition.} Keep the first three assumptions and the masses, but let the collision remove kinetic energy $Q\ge0$ from the pair, for instance by exciting electrons. Then $|\mathbf u'|=kv_0$ with
\begin{equation}
k^2=1-\frac{Q}{\tfrac12\mu v_0^2},\qquad
T=\frac{T_{\max}}{4}\left(1+k^2-2k\cos\theta\right).
\label{eq:loss}
\end{equation}

\emph{Proof.} Momentum conservation still gives $\mathbf V'=\mathbf V$. By (\ref{eq:K}) the loss must come from the relative motion: $\tfrac12\mu u'^2=\tfrac12\mu v_0^2-Q$, which is the first relation. Equation (\ref{eq:recoil}) also remains valid, but now $|\mathbf v_0-\mathbf u'|^2=v_0^2(1+k^2-2k\cos\theta)$. The prefactor is $\tfrac12M_2(M_1v_0/M)^2=M_1M_2E/M^2=T_{\max}/4$. $\square$

At $k=1$ the bracket is $2(1-\cos\theta)=4\sin^2(\theta/2)$ and the theorem returns. At $k=0$ the particles leave together with velocity $\mathbf V$, and $T=T_{\max}/4$. The loss cannot exceed $\tfrac12\mu v_0^2$, because the energy of the centre-of-mass motion is protected by momentum conservation.

\section{A boron ion striking a silicon atom}

Take boron-11 with $E=100$ keV and silicon-28 at rest, using the mass numbers as masses in atomic mass units, u. The largest fraction of the energy that can be transferred is
\begin{equation}
\frac{T_{\max}}{E}=\frac{4\times11\times28}{(11+28)^2}
=\frac{1232}{1521}=0.8100,
\end{equation}
so $T_{\max}=81.00$ keV.

Choose $\theta=60^\circ$. The ion speed is $v_0=\sqrt{2E/M_1}=1.3245\times10^6$ m/s, and the centre of mass moves at $V=(11/39)v_0=3.7357\times10^5$ m/s. Equation (\ref{eq:speed}) gives a recoil speed $2V\sin30^\circ=V$. The equality of these two speeds is a property of the chosen angle. The transferred energy is
\begin{equation}
T=81.00\ \mathrm{keV}\times\sin^2 30^\circ=20.25\ \mathrm{keV},
\end{equation}
and the ion keeps $100-20.25=79.75$ keV. The recoil leaves at $\phi=(180^\circ-60^\circ)/2=60^\circ$. For the ion,
\begin{equation}
\tan\psi=\frac{0.8660}{0.5000+0.3929}=0.970,
\qquad \psi=44.13^\circ .
\end{equation}
The laboratory deflection is smaller than $\theta$ because the forward velocity $\mathbf V$ is added to the rotated one.

\paragraph{Trajectories.} The theorem was tested by integrating Newton's equations for both particles in the laboratory and reading energies and angles from the final velocities. The model force is the Coulomb repulsion of nuclear charges 5 and 14, with its potential multiplied by $e^{-r/a}$, where $r$ is the separation and $a=0.2$ \AA{} is a chosen round value. The impact parameters below therefore belong to this model.

\begin{center}
\begin{tabular}{cccc}
$b$ (\AA) & $\theta$ (deg) & $T$ (keV) & $\phi$ (deg)\\
0.000 & 180.00 & 81.00 & 0.00\\
0.002 & 147.10 & 74.50 & 16.45\\
0.010 & 68.04 & 25.35 & 55.98\\
0.040 & 18.45 & 2.08 & 80.77
\end{tabular}
\end{center}

Each transfer agrees with (\ref{eq:main}) to within one millionth of $E$. At $b=0.002$ \AA{} the ion returns backwards, with $\psi=129.44^\circ$. At $b=0.040$ \AA{} the angle is $0.322$ rad, and the small-angle form (\ref{eq:small}) gives $81.00\times0.322^2/4=2.10$ keV, about 1\% above the trajectory value.

A different repulsion, with potential $V_0e^{-r^2/a^2}$ and $V_0=50$ keV, gave $\theta=37.13^\circ$ at $b=0.1$ \AA. The trajectory and the formula both yield $T=8.210$ keV. The screened Coulomb force reaches the same angle at $b=0.0199$ \AA{} and gives the same transfer, as Remark 2 requires. Further trajectories for masses of 28 u and 75 u striking 28 u, with the screened boron--silicon force left unchanged, also passed the test; their values are in the numerical output.

\paragraph{A collision with loss.} Add to the screened repulsion a friction force $-\gamma e^{-r/a}\dot r$ along the line joining the particles, equal and opposite on the two, with $\gamma=3.05$ eV\,ps/\AA. This strength is chosen large to make the effect plain and does not describe the real pair. At $b=0.010$ \AA{} it conserves the momentum but removes $Q=12.93$ keV, more than the roughly 8.5 keV that binds all the electrons of a boron and a silicon atom together. The energy of relative motion was $(28/39)\times100=71.79$ keV, so $k=\sqrt{1-12.93/71.79}=0.9055$. The angle changes to $70.41^\circ$. Equation (\ref{eq:loss}) gives $24.56$ keV, in agreement with the trajectory, whereas the elastic formula at the same angle gives $26.92$ keV. That is too large by 9.6\% of the actual transfer. Knowing $\theta$ is thus not sufficient when $Q$ is an appreciable part of the energy of relative motion. Electronic losses in a close boron--silicon collision at this speed are of order 1 keV; with $\gamma$ fifteen times smaller, $Q=0.91$ keV and the elastic formula is too large by only 0.6\%.

\section{Use in a solid}

An atom in a crystal is bound to its neighbours. Treating it as free is reasonable when the transfer is large compared with the binding energy and the encounter ends before the neighbours can exert an appreciable impulse. A small $T$ does not by itself invalidate (\ref{eq:main}). In classical mechanics, an encounter much shorter than the vibration period of the atom gives it nearly the same energy as if it were free, even when that energy is too small to release it from its site. The formula becomes doubtful for slow encounters, during which the neighbours have time to push back. Thermal motion of the target is also left out, since the proof sets its initial velocity to zero.

Energy given to electrons between collisions lowers the value of $E$ to be used at the next collision. Energy given to them during a collision enters through $Q$ in (\ref{eq:loss}). These are separate corrections.

Relativity is unimportant in the present example. The ratio of kinetic to rest energy is $E/(M_1c^2)=9.76\times10^{-6}$, where $c$ is the speed of light. A calculation with Lorentz transformations changes $T_{\max}$ by a relative amount of $9.3\times10^{-7}$, far below the error of using mass numbers as masses: the isotope masses 11.0093 u and 27.9769 u raise $T_{\max}$ from 81.00 to 81.06 keV, a relative change of $7\times10^{-4}$, and alter the last digits of the speeds and transfers quoted above.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Projectile mass M1 = 11 u, target mass M2 = 28 u
Projectile energy E = 100.0 keV
Maximum fraction Tmax/E = 0.8100
Maximum transfer Tmax = 81.00 keV
Example angle theta = 60.0 deg
Initial projectile speed v0 = 1.3245e+06 m/s
Centre-of-mass speed V = 3.7357e+05 m/s
Target recoil speed = 3.7357e+05 m/s
Transfer from recoil speed = 20.25 keV
Transfer from sin^2 formula = 20.25 keV
Energy left to projectile = 79.75 keV
Recoil angle phi = 60.00 deg
Projectile angle psi = 44.13 deg
Trajectories: screening length a = 0.2 angstrom
b (angstrom), theta (deg), T trajectory (keV), T formula (keV), phi (deg), psi (deg)
0.000  180.00  80.999  80.999  0.00  180.00
0.002  147.10  74.504  74.504  16.45  129.44
0.010  68.04  25.353  25.353  55.98  50.41
0.040  18.45  2.082  2.082  80.77  13.27
Gaussian repulsion: height 50 keV, b = 0.100 angstrom
  theta = 37.13 deg, T trajectory = 8.210 keV, T formula = 8.210 keV
Masses 28 u on 28 u, b = 0.010 angstrom: Tmax = 100.00 keV
  theta = 87.35 deg, T trajectory = 47.691 keV, T formula = 47.691 keV
Masses 75 u on 28 u, b = 0.010 angstrom: Tmax = 79.18 keV
  theta = 118.69 deg, T trajectory = 58.595 keV, T formula = 58.595 keV
Equal masses, head-on: T trajectory / E = 1.000000
Inelastic run (11 u on 28 u, b = 0.010 angstrom, with friction):
  energy of relative motion before = 71.79 keV
  energy lost Q = 12.927 keV, speed ratio k = 0.9055
  theta = 70.41 deg, T trajectory = 24.559 keV
  T with loss included = 24.559 keV
  T from elastic formula = 26.922 keV
E / (M1 c^2) = 9.76e-06
Relative relativistic change of Tmax = 9.3e-07
\end{verbatim}
